# Why slow-electron-capture centres can increase photoconductivity

Suppose we think of defects simply as places where electrons and holes disappear. Adding more of them to a photoconductor should then lower its photocurrent, and a film whose photocurrent rises ten-thousandfold makes no sense. A first repair is to say that the new defects divert recombination away from the old, fast ones. That fails too. In the film worked out below, 40% of the recombination still passes through the fast centres after the addition. If as many holes were waiting on those centres as before, an electron density 0.40 times the original would carry that flow, and the electron lifetime would fall. Instead it grows by a factor of 58,000.

What has to leave the fast centres is the stock of holes waiting there, not the flow of recombination.

## The model

A photoconducting film contains fast centres of density $N_1$. We add centres of density $N_2$. A centre normally holds an electron; when that electron is missing, we say that a hole sits on the centre. Let $h_i$ be the density of centres of class $i$ that hold a hole. Free electrons and holes have densities $n$ and $p$, and light creates $G$ pairs per unit volume and time, uniformly.

A free electron can be captured only by a centre that holds a hole, and a free hole only by one that does not. The capture rates are

$$
R_{n,i}=c_{ni}\,n\,h_i,\qquad R_{p,i}=c_{pi}\,p\,(N_i-h_i).
$$

The added centres have $c_{n2}\ll c_{n1}$, while $c_{p2}$ is comparable to $c_{p1}$. One way to obtain this asymmetry is a centre with two negative charges: it attracts a hole, and after capturing it is still negative and repels electrons. It could then also attract a second hole, which the model leaves out. If that capture were as fast as the first, and an electron soon followed, the lifetime in the film worked out below would be about 17% shorter.

In the dark, doping fixes a density $H_0$ of holes on the centres, and free carriers are negligible. Each added centre is assumed to bring its own electron, supplied by a donor if necessary, so the addition leaves $H_0$ unchanged. For the doubly negative centre, this means that both of its extra electrons must be supplied. Light creates electrons and holes in pairs, and capture only moves charge about, so neutrality requires

$$
H\equiv h_1+h_2=H_0+n-p .
$$

In weak light, $n,p\ll H_0$, the total stock of stored holes is therefore fixed. Light and capture can only redistribute it. Thermal emission from the centres is neglected until the section on heat.

## Lifetime as a waiting time

Before the addition, all stored holes are on fast centres. In the steady state $G=c_{n1}nH$, so the electron lifetime, defined as $\tau_n=n/G$, is

$$
\tau_n^{\rm before}=\frac{1}{c_{n1}H}\simeq\frac{1}{c_{n1}H_0}.
$$

With both classes present, let $w_i$ be the fraction of free holes captured by class $i$, so that $w_1+w_2=1$. Holes arrive on class $i$ at the rate $w_iG$. In the steady state electrons must remove them at the same rate:

$$
w_iG=c_{ni}\,n\,h_i
\quad\Longrightarrow\quad
h_i=w_iG\,\frac{1}{c_{ni}n}.
$$

The stored density is the arrival rate times the mean waiting time $1/(c_{ni}n)$. Summing over the classes gives

$$
H=\frac{G}{n}\sum_i\frac{w_i}{c_{ni}},
\qquad\text{so}\qquad
\tau_n=\frac nG=\frac1H\sum_i\frac{w_i}{c_{ni}} .
$$

Dividing by the earlier lifetime gives the gain

$$
\frac{\tau_n^{\rm after}}{\tau_n^{\rm before}}
=\frac{H_{\rm before}}{H_{\rm after}}
\left(w_1+w_2\frac{c_{n1}}{c_{n2}}\right).
$$

This is the reason for the effect. A hole on a slow centre waits $c_{n1}/c_{n2}$ times longer than one on a fast centre. Even a modest share $w_2$ of the arrivals then accounts for nearly all the holes in store. Because the total stock is fixed, the fast centres must be left almost without holes, and an electron rarely finds one that can capture it.

## Where the holes sit

To find $w_2$, equate the two capture rates for each class:

$$
\frac{h_i}{N_i-h_i}=\frac{c_{pi}\,p}{c_{ni}\,n}.
$$

Dividing the equation for class 1 by that for class 2 removes $p/n$:

$$
\frac{h_1}{N_1-h_1}
=\frac{c_{p1}c_{n2}}{c_{n1}c_{p2}}\;\frac{h_2}{N_2-h_2}.
$$

The first factor on the right is very small. If $N_2>H_0$, by a margin that keeps the last factor moderate, then $h_1$ is tiny and $h_2\simeq H_0$. The hole-capture shares are in the ratio

$$
\rho\equiv\frac{w_1}{w_2}
=\frac{c_{p1}N_1}{c_{p2}(N_2-H_0)},\qquad w_2=\frac1{1+\rho}.
$$

Inserting $h_2\simeq H_0$ in $w_2G=c_{n2}nh_2$ yields

$$
\tau_n^{\rm after}\simeq\frac{w_2}{c_{n2}H_0}.
$$

If $N_2<H_0$, the added centres cannot hold the whole stock. They fill almost completely, and $h_1\simeq H_0-N_2$ holes remain on the fast centres. As long as these still dominate electron capture, the gain is only $H_0/(H_0-N_2)$. The full steady-state solution, with all other parameters fixed, shows the threshold:

| $N_2/H_0$ | Lifetime gain |
|---|---|
| 0.5 | 2.0 |
| 0.9 | 10 |
| 1.5 | $2.0\times10^4$ |
| 4.0 | $5.8\times10^4$ |

## A worked film

Take $N_1=10^{16}$, $N_2=2\times10^{16}$ and $H_0=5\times10^{15}\ \mathrm{cm^{-3}}$, with $G=10^{17}\ \mathrm{cm^{-3}\,s^{-1}}$ at 300 K. The capture coefficients are $c_{n1}=c_{p1}=c_{p2}=10^{-8}$ and $c_{n2}=10^{-13}\ \mathrm{cm^3/s}$.

Before the addition,

$$
\tau_n=\frac1{10^{-8}\times5\times10^{15}}\ \mathrm s=20\ \mathrm{ns},
\qquad n=G\tau_n=2.0\times10^{9}\ \mathrm{cm^{-3}} .
$$

Afterwards $\rho=10^{16}/(1.5\times10^{16})=0.667$ and $w_2=0.600$, so

$$
\tau_n\simeq\frac{0.600}{10^{-13}\times5\times10^{15}}\ \mathrm s=1.20\ \mathrm{ms}.
$$

The full solution gives 1.17 ms and $n=1.17\times10^{14}\ \mathrm{cm^{-3}}$. It is slightly lower mainly because $n$ is 2.3% of $H_0$ and neutrality raises the stock of holes by that amount. In brighter light this matters more: at a hundred times the generation rate, $n$ equals $H_0$ and the lifetime gain falls to 25,000. Only about 7 in a million stored holes remain on the fast centres, but each is consumed so quickly that together they carry 40% of the recombination.

Free holes fare worse. More centres are now ready to capture them, and their lifetime drops from 20 to 4.0 ns. The photoconductivity is $\sigma=e(\mu_nn+\mu_pp)$. With $\mu_n=50$ and $\mu_p=10\ \mathrm{cm^2/Vs}$ it nevertheless rises from $1.9\times10^{-8}$ to $9.4\times10^{-4}$ S/cm, a factor of $4.9\times10^4$. This is less than the lifetime gain because free holes supplied one sixth of the original photoconductivity.

## Which property matters

Three changes to the added centres, each made alone, separate the causes.

- **Fast electron capture.** If $c_{n2}=c_{n1}$, the waiting time is the same everywhere and the gain is 1.000. At fixed $H_0$, these extra defects neither help nor harm the electron lifetime.
- **Slow hole capture as well.** If $c_{p2}=c_{n2}=10^{-13}\ \mathrm{cm^3/s}$, the ratio $c_{pi}/c_{ni}$ is the same for both classes, so both hold holes in the same proportion. The fast centres keep $N_1/(N_1+N_2)=1/3$ of the stock, and the gain is 3.0. At these densities, a larger gain requires $c_{p2}/c_{n2}$ to exceed $c_{p1}/c_{n1}$.
- **No electron supplied.** If the added centres arrive empty, the stock becomes $H_0+N_2$. At most $N_2$ of these holes fit on the added centres, so at least $H_0$ remain on the fast ones. The computed gain is 1.00: the benefit has vanished.

## The price in speed

When the light is switched off, no new holes reach the fast centres and their few stored holes soon disappear. Then $dn/dt\simeq-c_{n2}H_0n$, with decay time

$$
\tau_{\rm decay}=\frac1{c_{n2}H_0}=2.0\ \mathrm{ms}.
$$

This is longer than $\tau_n$ by a factor of about $1/w_2$, because the channel through the fast centres works only while light supplies it with holes. Integrating the rate equations gives 1.97 ms.

The first illumination is much slower, since the stock must first move from class 1 to class 2. During this transfer $n$ is so small that electron capture by class 2 is negligible. For $c_{p1}=c_{p2}$, and with $h_1=H_0-h_2$,

$$
\frac{dh_2}{dt}=w_2G
=G\,\frac{N_2-h_2}{(N_1-h_1)+(N_2-h_2)}
=G\,\frac{N_2-h_2}{N_1+N_2-H_0}.
$$

Separating variables and integrating from $h_2=0$ to $H_0$ gives

$$
t_{\rm act}=\frac{N_1+N_2-H_0}{G}\ln\frac{N_2}{N_2-H_0}
=0.25\ \mathrm s\times\ln\frac43=72\ \mathrm{ms}.
$$

The integrated rate equations reach half the final $n$ after 73 ms. In weaker light the transfer takes proportionally longer. After a dark interval long enough for $n$ to decay, but far too short for the stored holes to escape, a second illumination needs only 1.3 ms. The holes are already in place.

## Heat can undo the effect

A hole on an added centre can escape to the valence band at a rate $e_2=c_{p2}N_v\exp(-E_2/k_BT)$, where $N_v$ is the valence-band effective density of states and $E_2$ the height of the level above the band edge. While $h_2\simeq H_0$, the balance for class 2 is

$$
c_{p2}\,p\,(N_2-H_0)=(c_{n2}n+e_2)H_0 .
$$

Multiplying by $\rho$ gives the capture rate into the fast centres, $c_{p1}N_1p=\rho(c_{n2}n+e_2)H_0$. Total recombination must equal generation:

$$
G=c_{n2}nH_0+\rho(c_{n2}n+e_2)H_0
\;\Longrightarrow\;
n=\frac{G-\rho e_2H_0}{c_{n2}H_0(1+\rho)} .
$$

Escaped holes get another chance to find a fast centre. The electron density is halved when $e_2=G/(2\rho H_0)=15\ \mathrm{s^{-1}}$. For $E_2=1.0$ eV, a hole mass of 0.8 electron masses (which sets $N_v$) and capture coefficients independent of temperature, this happens at 485 K, in agreement with the full solution. At 300 K the mean escape time is 4 days, and at 350 K the loss of $n$ is still negligible. A hole mass of 1.35 would lower the half-loss temperature to about 470 K and the escape time at 300 K to about 2 days. The formula ceases to apply as its numerator approaches zero. Generation and the loss through escaped holes then nearly cancel, so $n$ is sensitive even to the few thousandths of the stock that have moved to the fast centres, which the formula ignores.

## Beside a real film

The parameters are rough values in the regime of sensitised cadmium sulphide photoconductor films: a 2.4 eV gap and hole-storing levels about 1 eV above the valence band. For a film 1 μm thick, the absorbed light, about $4\ \mathrm{\mu W/cm^2}$, is dim, and the model's mid-gap dark Fermi level makes it more insulating than a real film is likely to be. Real films also contain shallow electron traps, which the model omits. An assumed $10^{15}\ \mathrm{cm^{-3}}$ of them, 0.3 eV deep, would hold electrons equal to 17% of $H_0$. Neutrality would raise the hole stock accordingly, lowering the lifetime by roughly 15 to 20%. The response to small changes of the light would be about twice as slow. The first illumination would take only about a fifth longer to reach half the final $n$. A later one, after a dark interval long enough to empty the traps, would have to refill them and would need about 15 ms instead of 1.3 ms. Surface recombination at an assumed 1000 cm/s would take at most about 8% of the holes.

With 10 V across a 100 μm electrode gap, an electron crosses in 200 ns. If the contacts replace each electron that leaves, the current gain is $\tau_n$ divided by this transit time, about 5,800. This leaves out the extra charge that such contacts inject. At 10 V it could be roughly 10 to 40% of the free-electron charge, but that is at most about 1% of $H_0$. In the steady state it settles on the centres, lowers the stock of holes by that amount and raises $n$ by only about 1% or less. Adding such centres can thus be a useful design step in weak light, when they outnumber the stored holes, bring their own electrons and remain cool enough to keep their holes, provided that a response of milliseconds or more, and a much slower first one, is acceptable. The remaining estimates are in the numerical output.

## Numbers as computed

```
Temperature 300 K; gap 2.4 eV; generation G 1.0e+17 cm^-3 s^-1
Densities N1 1.0e+16, N2 2.0e+16, H0 5.0e+15 cm^-3
Levels above valence band: fast 1.2, added 1.0 eV
Thermal velocity 1.0e+07 cm/s; masses 0.2, 0.8 m_e
Electron cross-sections: 1.0e-15, 1.0e-20 cm^2
Hole cross-sections: 1.0e-15, 1.0e-15 cm^2
Electron capture cn1 1.0e-08, cn2 1.0e-13 cm^3/s
Hole capture cp1 1.0e-08, cp2 1.0e-08 cm^3/s
Mobilities: electron 50, hole 10 cm2/Vs
Film 1000 nm; electrode gap 100 um; 10.0 V
Absorbed light at gap energy: 3.85 uW/cm^2
Dark Fermi level 1.200 eV; dark h2/H0 1.74e-03
BEFORE: n 2.000e+09, p 2.000e+09 cm^-3
BEFORE: electron lifetime 20.00 ns
AFTER: n 1.169e+14, p 4.019e+08 cm^-3
AFTER: electron lifetime 1.169 ms
AFTER: closed-form lifetime for n<<H0 1.200 ms
Lifetime gain 5.845e+04
AFTER: h1 3.438e+10, h2 5.117e+15 cm^-3
Share of stored holes on fast centres 6.72e-06
Share of recombination through fast centres 0.402
Share w2 of hole capture: full 0.598, formula 0.600
Free-hole lifetime: before 20.00, after 4.02 ns
Conductivity: before 1.923e-08, after 9.364e-04 S/cm
Conductivity ratio 4.871e+04
Waiting-time law, largest relative error 8.4e-08
Gain at N2/H0 = 0.5: 2
Gain at N2/H0 = 0.9: 9.982
Gain at N2/H0 = 1.5: 1.96e+04
Gain at N2/H0 = 4.0: 5.845e+04
Control, cn2 = cn1: gain 1.0000
Control, slow for both carriers: gain 3.000
Control, added without electrons: gain 0.9999
First rise to half: 73.27 ms
First activation, formula: 71.92 ms
Decay to 1/e: 1.970 ms; formula 2.000 ms
Second rise to half: 1.342 ms
Mean hole emission time at 300 K: 4.06 days
Half quenching: full 485.0 K, formula 485.0 K
n at 350 K relative to 300 K: 0.99997
Field 0.0010 MV/cm; rough breakdown scale 1.0 MV/cm
Transit time 200.0 ns; current gain 5.845e+03
Shallow traps assumed: 1.0e+15 cm^-3 at 0.3 eV
Their electrons/H0 0.170; response slowed x2.09
Surface share of holes (S = 1000 cm/s): 0.080
Radiative share (B = 1e-10 cm^3/s): 4.7e-05
Tunnelling reach 5.49 nm; close pairs 0.0069
Field lowering of hole barrier 8.00 meV
Field factor on hole emission 1.363
Degeneracy n/Nc 5.2e-05
Anisotropic hole mass 1.35 m_e: quench shift -14.5 K
Joule heat 0.094 W/cm^2; injection voltage scale 1005 V
```
